# Peak device temperature from constant-conductivity thermal resistance by Kirchhoff's transformation

A thermal calculation for a power transistor can begin with a linear model: the substrate gets one conductivity, taken at the base temperature, and the output is a thermal resistance \(R_0\). If the conductivity falls as the substrate warms, as it does in a pure crystalline semiconductor above room temperature, the linear peak temperature is too low. Must the whole geometry be solved again with \(k(T)\), or can the linear answer be corrected afterwards? In the example below the linear model gives a peak of 402 K and the correct treatment of the same model gives 433 K. One line of algebra takes the first number to the second, under conditions that have to be checked.

## 1. A slab

Take a slab of thickness \(t\) and area \(A\), with its base at temperature \(T_0\) and a power \(P\) entering uniformly at the top. Let \(z\) be the height above the base. In the steady state the same flux \(q=P/A\) crosses every plane on its way down, so Fourier's law reads

\[
k(T)\frac{dT}{dz}=q,\qquad k(T)=k_0\left(\frac{T}{T_0}\right)^{-n}.
\]

Temperatures are absolute, and \(k_0\) is the conductivity at \(T_0\). Separating variables and integrating from the base up to \(z\) gives

\[
k_0\int_{T_0}^{T}\left(\frac{T'}{T_0}\right)^{-n}dT'=qz .
\]

With \(u=T'/T_0\), the integral for \(n\neq1\) is

\[
T_0\int_1^{T/T_0}u^{-n}du
=T_0\,\frac{(T/T_0)^{1-n}-1}{1-n}
=\frac{T_0}{n-1}\left[1-\left(\frac{T}{T_0}\right)^{1-n}\right].
\]

At the top \(z=t\), and \(qt/k_0=P\,t/(k_0A)=PR_0\), where \(R_0=t/(k_0A)\) is the resistance of the slab with constant conductivity. Therefore

\[
\left(\frac{T_{\max}}{T_0}\right)^{1-n}=1-(n-1)\frac{PR_0}{T_0}.
\]

Raising both sides to the power \(-1/(n-1)\) gives

\[
T_{\max}=T_0\left[1-(n-1)\frac{PR_0}{T_0}\right]^{-1/(n-1)}. \tag{1}
\]

For \(n=1\) the integral is \(T_0\ln(T/T_0)\), and

\[
T_{\max}=T_0\,e^{PR_0/T_0}. \tag{2}
\]

**Limits.** For \(n=0\) the exponent in (1) is \(+1\) and the bracket is \(1+PR_0/T_0\), so \(T_{\max}=T_0+PR_0\), as it must be for constant conductivity. For \(n\to1\), put \(\varepsilon=n-1\). The logarithm of (1) is \(-\ln(1-\varepsilon PR_0/T_0)/\varepsilon\), which tends to \(PR_0/T_0\), in agreement with (2).

The slab enters (1) through \(R_0\) alone. This suggests that the formula may hold for other shapes.

## 2. A body of any shape

Let the conductivity be

\[
k(\mathbf r,T)=\kappa(\mathbf r)\left(\frac{T}{T_0}\right)^{-n},
\]

where \(\kappa\) may vary from place to place but the temperature factor is common to the whole body. Heat is generated at a density \(g(\mathbf r)\ge0\), or enters through part of the surface. Its spatial pattern is fixed, its total is \(P\), and neither depends on temperature. The base is held at the uniform temperature \(T_0\), and the remaining surface is insulated. The steady heat equation is

\[
\nabla\cdot(k\nabla T)+g=0 .
\]

Define Kirchhoff's variable, which also has the unit of temperature, by

\[
\theta=T_0+\int_{T_0}^{T}\left(\frac{T'}{T_0}\right)^{-n}dT'. \tag{3}
\]

By the chain rule \(\nabla\theta=(T/T_0)^{-n}\nabla T\). Multiplication by \(\kappa\) gives

\[
\kappa\nabla\theta=k\nabla T,\qquad\text{hence}\qquad
\nabla\cdot(\kappa\nabla\theta)+g=0 .
\]

The boundary conditions carry over. On the base \(T=T_0\) makes the integral vanish, so \(\theta=T_0\). Elsewhere the prescribed quantity is the normal component of \(k\nabla T\), which equals that of \(\kappa\nabla\theta\). At an interface in perfect thermal contact \(T\) is continuous; since (3) is the same function of \(T\) on both sides, \(\theta\) is continuous too.

So \(\theta\) obeys the problem of the same body with the temperature-independent conductivity \(\kappa(\mathbf r)\). That problem is linear, and \(\theta-T_0\) is proportional to \(P\). By the definition of \(R_0\) as the peak rise per unit power in that problem,

\[
\theta_{\max}-T_0=PR_0 .
\]

Because \(d\theta/dT=(T/T_0)^{-n}>0\), the hottest point in \(\theta\) is also the hottest point in \(T\). The integral in (3) is the one evaluated for the slab, so solving for \(T_{\max}\) repeats the same algebra and gives (1) and (2). The same inversion at any other point, with the local linear rise in place of \(PR_0\), gives the whole temperature field.

**Where the argument breaks.** Each condition was used at a definite step.

- On a convective surface the outward flux is \(h(T-T_a)\), with \(T_a\) the ambient temperature. Written in \(\theta\), it contains the nonlinear function \(T(\theta)\), and proportionality to \(P\) is lost.
- A contact resistance inside the body imposes a jump in \(T\) proportional to the flux. The corresponding jump in \(\theta\) also depends on the local temperature.
- Two layers with different exponents have different functions \(\theta(T)\), so a continuous \(T\) gives a discontinuous \(\theta\).
- In a transient the heat-capacity term \(c\,\partial T/\partial t\), with \(c\) per unit volume, becomes \(c\,(T/T_0)^n\,\partial\theta/\partial t\). For constant \(c\) its coefficient depends on the solution.

## 3. Small power and added power

Write \(x=PR_0/T_0\) and \(\tau=T_{\max}/T_0\), so that \(\tau=[1-(n-1)x]^{-1/(n-1)}\). Differentiation gives

\[
\frac{d\tau}{dx}
=-\frac{1}{n-1}\,[1-(n-1)x]^{-\frac{1}{n-1}-1}\,\bigl(-(n-1)\bigr)
=[1-(n-1)x]^{-\frac{n}{n-1}}=\tau^n .
\]

A second differentiation gives \(d^2\tau/dx^2=n\tau^{n-1}\,d\tau/dx=n\tau^{2n-1}\). At \(x=0\), where \(\tau=1\), the two derivatives are \(1\) and \(n\). Hence

\[
T_{\max}-T_0=PR_0\left[1+\frac{n}{2}\frac{PR_0}{T_0}+\dots\right]. \tag{4}
\]

This answers when the correction may be skipped. To leading order the linear model misses a fraction \(nPR_0/(2T_0)\) of its own rise. For \(n=1.4\) and \(T_0=300\) K, keeping this below 5% requires \(PR_0\) below about 21 K.

The first derivative also gives the differential resistance,

\[
\frac{dT_{\max}}{dP}=R_0\left(\frac{T_{\max}}{T_0}\right)^{n}. \tag{5}
\]

This is the resistance the body would have if all of it had the conductivity belonging to the peak temperature, although most of it is cooler. The reason is local: a power increment \(dP\) raises \(\theta_{\max}\) by \(R_0\,dP\), and the conversion from \(d\theta\) to \(dT\) uses the temperature at the hot spot alone. For \(P\to0\), (5) returns \(R_0\).

## 4. Large power

For \(n>1\) the bracket in (1) reaches zero at

\[
P_c=\frac{T_0}{(n-1)R_0}. \tag{6}
\]

The cause is visible in (3). As \(T\to\infty\) the integral tends to the finite value \(T_0/(n-1)\), so no temperature, however high, can produce a larger \(\theta-T_0\). The linear problem demands \(PR_0\) at the peak, and for \(P\ge P_c\) this cannot be supplied: the model has no steady state. For \(n\le1\) the integral grows without bound and there is no such limit.

The slab allows a test that does not use the transformation. Fourier's law was integrated upward from the base for \(n=1.4\). At \(0.95P_c\) the top is reached at the finite temperature given by (1). At \(1.05P_c\) the temperature passes \(10^6\,T_0\) before the top is reached.

Such temperatures have no physical meaning. The power law describes a crystal over a limited range, and for \(n=1.4\) the peak already reaches \(2T_0\) at \(P/P_c=1-2^{-0.4}=0.24\). The use of \(P_c\) is as a scale: the bracket in (1) is \(1-P/P_c\), so for a given \(n>1\) the ratio \(P/P_c\) fixes \(T_{\max}/T_0\). It does not compare the nonlinearity of materials with different \(n\): as \(n\to1\), \(P_c\) grows without bound, while (2) is still nonlinear.

## 5. Another base temperature

Suppose the base is at \(T_b\), while \(R_0\) was computed with the conductivity at \(T_0\). Factor the conductivity around the new base temperature:

\[
\kappa\left(\frac{T}{T_0}\right)^{-n}
=\left[\kappa\left(\frac{T_b}{T_0}\right)^{-n}\right]\left(\frac{T}{T_b}\right)^{-n}.
\]

The square bracket is the conductivity at \(T_b\). Multiplying the conductivity everywhere by a constant divides the linear rise by that constant, so the resistance at the new base temperature is

\[
R_b=R_0\left(\frac{T_b}{T_0}\right)^{n},\qquad
T_{\max}=T_b\left[1-(n-1)\frac{PR_b}{T_b}\right]^{-1/(n-1)}. \tag{7}
\]

For \(T_b=T_0\) this is (1). To see how a warmer base acts, raise the second equation to the power \(1-n\) and insert \(R_b\):

\[
T_{\max}^{1-n}=T_b^{1-n}-(n-1)PR_0T_0^{-n}.
\]

At fixed \(P\) the last term is constant. Differentiating and cancelling \(1-n\) leaves

\[
\frac{\partial T_{\max}}{\partial T_b}=\left(\frac{T_{\max}}{T_b}\right)^{n}. \tag{8}
\]

For \(n>0\) and a heated device this exceeds 1: each kelvin added at the base costs more than a kelvin at the peak.

A package or cooler outside the body can be included if the base remains isothermal. With a constant external resistance \(R_{\rm ext}\) to ambient, \(T_b=T_a+PR_{\rm ext}\) is found first and then used in (7). Adding \(R_{\rm ext}\) to \(R_0\) inside (1) would wrongly give the cooler the conductivity law of the crystal.

## 6. The resistance of a row of fingers

A multi-finger transistor needs an \(R_0\) that includes spreading. Model it as an endless row of long heated stripes of width \(w\) and pitch \(s\) on a substrate of thickness \(t\) and uniform \(\kappa=k_0\). Each finger has width \(W\) along the stripe. The substrate is taken to end where the fingers end, with insulated end faces, so no heat flows in that direction. Let \(x\) now run along the surface from the centre of a stripe, and \(y\) downward from the surface. The linear rise \(v=\theta-T_0\) satisfies

\[
\frac{\partial^2v}{\partial x^2}+\frac{\partial^2v}{\partial y^2}=0,\qquad v(x,t)=0,\qquad
-k_0\left.\frac{\partial v}{\partial y}\right|_{y=0}=q(x),
\]

where \(q=P/(wW)\) on the stripe and zero between stripes. Here \(P\) is the power of one finger. A solution that is even and periodic in \(x\) and vanishes at the base is

\[
v=a_0(t-y)+\sum_{m=1}^{\infty}a_m\frac{\sinh\lambda_m(t-y)}{\cosh\lambda_mt}\cos\lambda_mx,
\qquad \lambda_m=\frac{2\pi m}{s}.
\]

Each term satisfies Laplace's equation, because the second derivatives of the cosine and the hyperbolic sine bring \(-\lambda_m^2\) and \(+\lambda_m^2\). At the surface the flux is \(k_0\left(a_0+\sum a_m\lambda_m\cos\lambda_mx\right)\). The Fourier coefficients of \(q(x)\) are its mean, \(P/(sW)\), and

\[
q_m=\frac2s\int_{-w/2}^{w/2}\frac{P}{wW}\cos\lambda_mx\,dx
=\frac{4P\sin(\lambda_mw/2)}{s\,w\,W\lambda_m}.
\]

Matching terms gives \(a_0=P/(k_0sW)\) and \(a_m=q_m/(k_0\lambda_m)\). The peak is at the centre of the stripe, as two derivatives of \(v\) show in the half cell \(0<x<s/2\). Both satisfy Laplace's equation.

- The derivative \(\partial v/\partial x\) vanishes at the base and, by symmetry, on the two side planes. At the surface its own flux is \(-k_0\,\partial(\partial v/\partial x)/\partial y=dq/dx\), which is zero except for a negative spike at the edge of the stripe. It therefore behaves like a temperature with a sink and no source, so it is nowhere positive, and \(v\) does not rise with \(x\).
- The derivative \(-\partial v/\partial y\) equals \(q/k_0\ge0\) at the surface and has zero normal derivative on the other three sides. By the maximum principle it is nowhere negative, so \(v\) does not rise with depth.

Setting \(x=y=0\) and dividing by \(P\),

\[
R_0W=\frac1{k_0}\left[\frac ts+\sum_{m=1}^{\infty}
\frac{4\sin(\lambda_mw/2)\tanh(\lambda_mt)}{s\,w\,\lambda_m^2}\right]. \tag{9}
\]

The first term is one-dimensional flow through the substrate, and the sum is the spreading resistance.

**Limit.** If the stripes fill the surface, \(w=s\), then \(\sin(\lambda_ms/2)=\sin\pi m=0\). The sum vanishes and \(R_0=t/(k_0sW)\), the slab of section 1 with area \(sW\).

## 7. Numbers

The round model parameters are \(k_0=400\) W/(m K) at \(T_0=300\) K, \(n=1.4\), \(t=100\) µm, \(s=40\) µm, \(w=2\) µm and \(W=100\) µm. The power is 12 W per millimetre of finger width, or 1.20 W per finger. In a chip that extends well beyond the finger ends, heat also spreads along the stripes. For the dimensions used here this would lower \(R_0\) by a little more than a quarter; the fraction is larger for shorter fingers and smaller for a wider pitch. A poorly conducting epitaxial layer or a boundary resistance under the stripes, also left out, acts the other way and can be as large an effect. The temperatures below therefore belong to the model and are not a prediction for a real chip.

Equation (9) gives \(6.250+2.269=8.519\) K mm/W, so about a quarter of the resistance is spreading. For one finger \(R_0=85.19\) K/W (8.519 K mm/W divided by 0.1 mm). Then

\[
PR_0=1.20\times85.19=102.2\ \text{K},\qquad \frac{PR_0}{T_0}=0.3408,
\]
\[
1-0.4\times0.3408=0.8637,\qquad
T_{\max}=300\times0.8637^{-2.5}=432.7\ \text{K}\ (159.6\ ^\circ\text{C}).
\]

The rise is 132.7 K, 30% more than the linear 102.2 K. The quadratic estimate (4) gives 126.6 K, which is 5% below the full rise. The scale (6) is \(P_c=88.0\) W/mm, so the device runs at 14% of it.

The gap between the two models widens with power:

| Power (W/mm) | Constant \(k\) (K) | Equation (1) (K) |
|---|---|---|
| 4 | 334.1 | 337.0 |
| 8 | 368.2 | 380.7 |
| 12 | 402.2 | 432.7 |
| 16 | 436.3 | 495.3 |
| 20 | 470.4 | 571.4 |

At 12 W/mm the conductivity at the hot spot has fallen to 239.5 W/(m K), and the differential resistance (5) is \(8.519\times400/239.5=14.23\) K mm/W. Using this value for the whole rise would give \(12\times14.23=171\) K, far too much: it applies to the next increment of power, not to all the power from zero.

With the base at 350 K, \(R_bW=10.57\) K mm/W and (7) gives a peak of 517.7 K. Leaving the resistance at its 300 K value would give 477.5 K, 40 K too low. The 50 K added at the base has raised the peak by 85 K, as (8) leads one to expect: its right side is 1.67 at the first base temperature and 1.73 at the second.

These results were tested against a two-dimensional finite-volume solution that works with \(k(T)\) directly and does not use \(\theta\). It gives 432.68 K against 432.73 K from the formula, and 517.68 K against 517.75 K for the hot base. For \(n=0.5\) and \(n=1\) at the original base temperature the pairs are 410.90 and 410.94 K, and 421.76 and 421.81 K. With constant conductivity its rise is 102.19 K against 102.23 K from (9). The whole field, not just its peak, agrees within 0.1 K with the transformed linear field on the same grid.

A last case tests the position-dependent \(\kappa(\mathbf r)\). The top 5 µm of the substrate is given half the conductivity, with the same exponent. The linear rise, now computed on the finite-volume grid, becomes 130.0 K. The grid blurs the layer boundary, which shifts this rise by about half a kelvin but affects both sides of the comparison alike. Inserted in (1), the rise gives 482.75 K, and the direct nonlinear solution gives 482.76 K. One-dimensional flow through the poorer layer accounts for little of the added 28 K: its extra resistance is \(5/(200\times40)-5/(400\times40)\) in units of K m/W, or 0.31 K mm/W, which makes 4 K at 12 W/mm. The rest comes from spreading, which is concentrated near the narrow stripe.

For a device that meets the conditions of section 2, one linear solution is therefore enough. A transistor grown as a layer of one semiconductor on a substrate of another usually does not meet them, since the two materials need not share an exponent and their interface has a resistance of its own; the layered case above, with its common exponent, does not represent such a device. If the layers have different exponents, or a contact resistance lies between the hot spot and the base, the single correction (1) is in general no longer exact. The nonlinear problem then has to be solved, unless the flux is known beforehand, as in a stack of slabs that can be treated one after another. The numerical output below lists the values used here.

## Numbers as computed

```
base temperature T0: 300 K
conductivity k0 at T0: 400 W/(m K)
exponent n: 1.4
substrate thickness t: 100 um
stripe pitch s: 40 um
stripe width w: 2 um
finger width W: 100 um
power per finger width: 12.0 W/mm
power per finger: 1.20 W
one-dimensional part of R0*W: 6.250 K mm/W
spreading part of R0*W: 2.269 K mm/W
total R0*W: 8.519 K mm/W
R0 of one finger: 85.19 K/W
constant-conductivity rise P*R0: 102.23 K
same rise from the solver: 102.19 K
ratio P*R0/T0: 0.3408
bracket 1-(n-1)*P*R0/T0: 0.8637
peak temperature, formula: 432.73 K
peak temperature, formula: 159.6 deg C
peak temperature, solver: 432.68 K
peak rise, formula: 132.73 K
peak rise, quadratic estimate: 126.61 K
conductivity at the peak: 239.5 W/(m K)
differential resistance, formula: 14.227 K mm/W
differential resistance, solver: 14.222 K mm/W
limiting power of the model: 88.0 W/mm
n=0.5: peak, formula: 410.94 K; solver: 410.90 K
n=1.0: peak, formula: 421.81 K; solver: 421.76 K
at 4 W/mm: constant-k peak 334.1 K; true peak 337.0 K
at 8 W/mm: constant-k peak 368.2 K; true peak 380.7 K
at 12 W/mm: constant-k peak 402.2 K; true peak 432.7 K
at 16 W/mm: constant-k peak 436.3 K; true peak 495.3 K
at 20 W/mm: constant-k peak 470.4 K; true peak 571.4 K
hot base temperature: 350 K
R0*W at the hot base: 10.571 K mm/W
hot base: peak, formula: 517.75 K
hot base: peak, solver: 517.68 K
hot base: peak if R0 is left at its 300 K value: 477.49 K
layered body: constant-k rise, solver: 129.96 K
layered body: peak, formula: 482.75 K
layered body: peak, solver: 482.76 K
```
